\section*{Choosing Pair Targets for Quasirandom Cation Cells and Testing Their Gap}

\section{One number in the input, two different gaps}

Two sets of 30 quasirandom cells were made for a model mixed-cation oxide with 64 cations. The search procedure, the composition and the four controlled neighbour shells were the same. The sets differ in one setting, the value requested for the pair correlations: $0$ in one, $-1/63$ in the other. Their mean gaps are $0.15228$ and $0.15266$ hartree. For 500 random cells of the same size the mean is $0.15263$ hartree, with a standard deviation of $0.00064$ hartree. The request for zero correlation, which looks like the natural definition of randomness, misses the mean by about half a standard deviation; the request for a slight anticorrelation comes within about a twentieth of one.

A special quasirandom structure (SQS) is a periodic cell whose pair correlations are brought close to chosen targets. Its generator needs a cell size, a set of shells and the targets. What these should be depends on which random system the cell is to represent, and on how the gap depends on pairs.

\section{The model and its gap}

Cations A and B, half each, occupy the $N$ sites of a periodic simple cubic network with unit spacing. Put $\sigma_i=-1$ on A and $+1$ on B. Each cation has an empty s level $E_i=\bar E+\delta\sigma_i>0$. Each of the $3N$ bonds carries an oxygen whose filled p orbital along the bond has energy $0$ and couples by $+t$ and $-t$ to its two cations. The oxygen orbitals perpendicular to the bond would stay at $0$ and are omitted, as are oxygen--oxygen coupling, relaxation and charge transfer. The disorder is chemical: the network itself is not amorphous. Energies are in hartree, with $E_A=0.12$, $E_B=0.20$ and $t=0.08$, so $\bar E=0.16$ and $\delta=0.04$.

Let $c$ and $v$ be the cation and oxygen amplitudes, $D$ the diagonal matrix of cation levels, and $B$ the matrix of coupling signs. Then
\begin{equation}
Dc+tBv=Ec,\qquad tB^{\dagger}c=Ev .
\end{equation}
For $E\neq0$ the second equation gives $v=tB^\dagger c/E$, and the first becomes
\begin{equation}
\Big[D+\frac{t^2}{E}L\Big]c=Ec,\qquad L=BB^\dagger,\qquad
c^\dagger Lc=\sum_{\rm bonds}|c_i-c_j|^2 .
\label{red}
\end{equation}
$L$ is the lattice Laplacian: $6$ on the diagonal and $-1$ between neighbours.

To locate the valence top, complete the square in the energy form:
\begin{equation}
c^\dagger Dc+2t\,{\rm Re}\,c^\dagger Bv
=w^\dagger Dw-t^2v^\dagger B^\dagger D^{-1}Bv,\quad w=c+tD^{-1}Bv .
\end{equation}
Since $D>0$, there are $N$ positive squares and no others, hence $N$ conduction states above $0$ and $3N$ states at or below it, which the oxygen electrons fill. A state at $E=0$ has $B^\dagger c=0$, so $c^\dagger Dc=-tc^\dagger Bv=0$ and $c=0$; what remains is $Bv=0$. Because $B^\dagger c=0$ holds for uniform $c$ alone on a connected network, $B$ has rank $N-1$, and there are $3N-(N-1)=2N+1$ such states. Full diagonalization finds these 129 states for $N=64$. The valence top is thus at $0$, and the gap is the lowest conduction energy $E_c$.

For normalized $c$, write $d=c^\dagger Dc$ and $l=c^\dagger Lc$. Multiplying Eq.~(\ref{red}) by $Ec^\dagger$ gives $E^2-dE-t^2l=0$, with positive root
\begin{equation}
p(c)=\tfrac12\Big[d+\sqrt{d^2+4t^2l}\Big],\qquad E_c=\min_c p(c).
\label{var}
\end{equation}
The minimum principle follows from the lowest eigenvalue $\lambda(E)$ of $D+(t^2/E)L$. As $L\ge0$, $\lambda(E)$ does not increase with $E$, so it meets the line $\lambda=E$ once, at $E_c$. For any $c$, the expectation value of $D+(t^2/p)L$ is $d+t^2l/p=p$, so $\lambda(p)\le p$ and therefore $p\ge E_c$.

Two bounds follow. Since $l\ge0$ and $d\ge E_A$, $E_c\ge E_A$. A uniform $c$ has $l=0$ and $d=\bar E$, so $E_c\le\bar E$: in this model disorder can lower the gap below the composition average but cannot raise it. A Bloch phase $\theta$ across the cell border changes a bond term to $|c_i-e^{i\theta}c_j|^2\ge(|c_i|-|c_j|)^2$. Replacing $c$ by $|c|$ leaves $d$ unchanged and cannot raise $l$, so the conduction minimum is at zero Bloch vector. The valence top stays at $0$, and sampling that one point gives the gap of the periodic cell.

Equation (\ref{var}) also gives a safe solver. Start from $E=\bar E\ge E_c$ and take the lowest vector $c$ of $D+(t^2/E)L$. Then $d+t^2l/E=\lambda(E)\le E$, hence $E^2-dE-t^2l\ge0$ and $p(c)\le E$. Each new value $p(c)$ lies between $E_c$ and the previous one.

\section{Why pair correlations can control a gap}

For weak disorder, treat $\delta\sigma$ as a perturbation of $\bar E+(t^2/E)L$. The unperturbed lowest vector is uniform. The other plane waves lie higher by $(t^2/E)L_k$, where $L_k=2\sum_a(1-\cos k_a)$. The first-order term is $\delta\sum_i\sigma_i/N=0$. The matrix element to wave $k$ is $\delta\sigma_k$, with $\sigma_k=N^{-1}\sum_i\sigma_ie^{-ik\cdot r_i}$, so
\begin{equation}
\lambda(E)=\bar E-\frac{\delta^2E}{t^2}\sum_{k\ne0}\frac{|\sigma_k|^2}{L_k}+O(\delta^3).
\end{equation}
At the solution $E=\bar E+O(\delta^2)$, so writing $\bar E$ for $E$ in the second-order term costs $O(\delta^4)$. Next define
\begin{equation}
\Pi(R)=\frac1N\sum_i\sigma_i\sigma_{i+R},\qquad
G(R)=\frac1N\sum_{k\neq0}\frac{\cos k\cdot R}{L_k}.
\end{equation}
Collecting the double sum in $|\sigma_k|^2$ by separation gives $|\sigma_k|^2=N^{-1}\sum_R\Pi(R)\cos k\cdot R$, and therefore
\begin{equation}
E_c=\bar E-\delta gW+O(\delta^3),\quad
W=\sum_RG(R)\Pi(R),\quad g=\frac{\delta\bar E}{t^2}.
\label{second}
\end{equation}
The number $g$ compares the level disorder $\delta$ with the effective cation--cation coupling $t^2/\bar E$. For one random cell, full diagonalization at small $\delta$ gives a curvature $(E_c-\bar E)/\delta^2$ of $-4.992$ hartree$^{-1}$, as does the formula, $-25\times0.1997$.

The next term shows what pairs leave out. Let $\phi$ solve $L\phi=\sigma$ with $\sum_i\phi_i=0$. The first-order change of the uniform vector is $-(\delta\bar E/t^2)\phi/\sqrt N=-g\phi/\sqrt N$. The third-order energy is the expectation value of the perturbation in this correction, as the mean perturbation vanishes:
\begin{equation}
E^{(3)}=\delta g^2\,\frac1N\sum_i\sigma_i\phi_i^2 .
\end{equation}
It contains products of three $\sigma$'s, which no choice of pair targets fixes. It enters with one more power of $g$ than the pair term, and also with one more factor $1/L_k$, where $L_k$ is at least $2$ for $k\ne0$ in this cell and $6$ on average. So $g$ is a first guide before trusting a pair-matched cell, but the expansion is governed by $g/L_k$. Here $g=0.04\times0.16/0.0064=1.0$ and $g/L_k\le0.5$; whether pairs still suffice has to be measured.

\section{The target: random cells of which size?}

Take all arrangements with fixed mean $m=N^{-1}\sum_i\sigma_i$ as equally likely. Squaring the sum and separating equal sites gives
\begin{equation}
N^2m^2=\sum_i\sigma_i^2+\sum_{i\ne j}\sigma_i\sigma_j .
\end{equation}
The first sum is $N$. The second has $N(N-1)$ terms with the same average, since no pair of sites is preferred. Hence
\begin{equation}
\langle\sigma_i\sigma_j\rangle=\frac{Nm^2-1}{N-1}=m^2-\frac{1-m^2}{N-1}.
\label{target}
\end{equation}
Complete enumeration of 8 sites with 3 up spins confirms the value $-0.0714$. The infinite alloy has $m^2$. The last term arises because a site that takes a B leaves fewer B cations for the others. At half composition the two candidates are $0$ and $-1/(N-1)$, here $-0.0159$.

The same identity, applied to one cell with $m=0$, is a sum rule:
\begin{equation}
\sum_{R\ne0}\Pi(R)=-1 .
\label{sum}
\end{equation}
The pair correlations of a finite cell cannot all vanish. If the controlled shells are set to zero, the whole deficit of $-1$ moves into the others.

For random cells the average of $W$ follows from $\sum_RG(R)=0$, which holds because $G$ has no $k=0$ part:
\begin{equation}
\langle W\rangle=G(0)-\frac1{N-1}\sum_{R\neq0}G(R)=\frac{N}{N-1}G(0)=0.2007 .
\end{equation}
Now set the four nearest shells to zero. They contain $6+12+8+3=29$ neighbours, and
\begin{equation}
\sum_{\rm sel}G=6(0.03346)+12(0.00378)-8(0.00716)+3(0.00378)=0.2002 .
\end{equation}
The other 34 neighbours then have $\sum G=-(0.1975+0.2002)=-0.3977$. If they share the deficit evenly, each has $\Pi=-1/34$ and
\begin{equation}
W_0=0.1975+0.3977/34=0.2092 .
\end{equation}
The zero-target cells actually have a mean $W$ of $0.2103$, close to this estimate. By Eq.~(\ref{second}) the excess over the random mean, $0.00964$, should shift the gap by $-0.04\times1.0\times0.00964=-0.00039$ hartree. The observed shift is $0.15228-0.15263=-0.00035$ hartree, with a sampling uncertainty of about $0.00004$ from the two means. The excess in $W$ thus accounts for the sign and approximate size of the shift: compared with random cells, like pairs are too common in the controlled shells, where the sum of $G$ is positive, and too rare at the other distances taken together, where $G$ is negative. Both changes raise $W$ and lower the gap; the first contributes $0.2002/63=0.0032$ to the excess in $W$, about a third of it.

The target should therefore follow the question. To represent random cells of the same size, use Eq.~(\ref{target}). The value $m^2$ suits a different purpose: if a property has the form $P=J_0+\sum_sJ_s\Pi_s$ with contributions from the controlled shells alone, setting $\Pi_s=m^2$ returns its infinite-alloy average. The gap is not of this form, since $G$ reaches across the whole cell.

\section{The search, and when to stop it}

Let $A_s$ be the matrix with entry 1 for two sites that are neighbours in shell $s$, $n_s$ the number of neighbours, and $Q_s=\sigma^{T}A_s\sigma$, so that $\Pi_s=Q_s/(Nn_s)$. The search minimizes
\begin{equation}
O=\sum_{s\,\rm selected}n_s(\Pi_s-\tau)^2
\end{equation}
for target $\tau$. Exchange a B at $i$ with an A at $j$: $\sigma'=\sigma-2e_i+2e_j$, where $e_i$ is the unit vector of site $i$. With $h=A_s\sigma$ and zero diagonal in $A_s$,
\begin{equation}
\Delta Q_s=2(-2h_i+2h_j)+4(-2A_{s,ij})=-4(h_i-h_j)-8A_{s,ij}.
\end{equation}
All swaps can be scored at once. The best is accepted until none lowers $O$, and the descent is restarted from other random cells.

This formula also gives the floor of $O$. Both $h_i$ and $h_j$ are sums of $n_s$ signs, so their difference is even and $Q_s$ changes in multiples of $8$. Correlations therefore move in steps of $8/(Nn_s)$: $0.0208$, $0.0104$, $0.0156$ and $0.0417$ for the four shells. The chosen cell has $-0.0208$, $-0.0208$, $-0.0156$ and $0$. Any arrangement of the same composition can be reached by swaps, so the allowed values are whole steps away from these, and on each shell the value found is the allowed one nearest to $-0.0159$. No arrangement can do better. The floor is $O=0.0012$, and all 30 cells reach it; the median random cell has $0.083$. A stopping threshold below the floor can never be met, and further restarts at the floor bring different cells, not better ones.

\section{Testing whether the gap is representative}

The cell must be chosen by its correlations before any gap is known; otherwise the comparison is settled by selection. The chosen cell has a gap of $0.15271$ hartree ($4.155$ eV), against an ensemble mean of $0.15263$ hartree ($4.153$ eV). It lies $0.13$ standard deviations above the mean, and $54\%$ of the random cells have smaller gaps.

This agreement is weak evidence, because a random cell may also fall near the mean. The method is tested by a family of independently generated cells, through
\begin{equation}
r=\frac{\text{rms deviation of SQS gaps from the ensemble mean}}
{\text{standard deviation of random-cell gaps}} .
\end{equation}
An average over $n$ random cells has an rms error of $1/\sqrt n$ in the same unit, so one SQS is worth $1/r^2$ random cells. The family gives $r=0.23$, or about 19 random cells. For 30 cells with unbiased, roughly normal deviations the relative standard error of $r^2$ is $\sqrt{2/30}\approx0.26$, so this number is uncertain by about a quarter. With target zero $r=0.58$, or about 3. That loss is mostly bias: the mean shift alone is $0.00035/0.00064=0.55$. For the finite-cell target the family mean differs from the sampled ensemble mean by $0.00003$ hartree, about the standard error of the latter, so this sample cannot resolve a bias. A small one is nevertheless expected: the allowed correlations miss the target noticeably on three of the four shells, and the family's mean $W$ is $0.1990$ against the exact $0.2007$. Equation~(\ref{second}) turns this into an upward shift of $0.04\times1.0\times0.0017=0.00007$ hartree, a rough estimate of about a tenth of a standard deviation.

The family's standard deviation, $0.00014$ hartree, says nothing about the spread of random cells, which is more than four times larger. Matching pairs removes the very fluctuations that produce the spread. If the spread matters, the scatter of an SQS family cannot stand in for it; a sample of random cells gives it directly.

The success at $g=1$ can be read from the ensemble. Across the random cells $W$ and the gap have a correlation coefficient of $-0.993$, so a linear function of $W$ leaves $1-0.993^2$, about $1.4\%$, of the gap variance unexplained. The second-order formula is less good in absolute terms: it gives a mean lowering of $0.04\times1.0\times0.2007=0.0080$ hartree, while the sampled value is $0.16-0.1526=0.0074$, so it is about $9\%$ too large relative to the sampled lowering. The third-order term is not the cause: exchanging A and B reverses its sign, so it averages to zero at half composition. More than half of the excess comes from writing $\bar E$ for $E$; keeping $E$ in the second-order term gives $0.16/(1+0.25\times0.2007)=0.1524$, a lowering of $0.0076$. An SQS profits from the strong correlation without needing the formula's coefficient.

\section{Which shells to control}

Write $\Delta_s=\Pi_s+1/(N-1)$ for the deviation from the finite-cell target. The sum rule makes $\sum_sn_s\Delta_s=0$, so any constant $C$ may be subtracted from $G$:
\begin{equation}
W-\langle W\rangle=\sum_sn_s(G_s-C)\Delta_s .
\end{equation}
With the selected deviations near zero, take $C$ as the mean of $G$ over the unselected shells. What then remains is the variation of $G$ among them, here between $-0.007$ and $-0.019$, not its size. Within this model and at second order, shells should be added until $G$ is nearly flat over the rest; in a real oxide, relaxation, charge transfer and disorder in the valence band change how the gap depends on each shell, and $G$ no longer gives the weights. The first shell, with $G=0.033$, is indispensable.

The values of $G$ also reveal an accident of this cell. They coincide for squared distances 2 and 4, for 3 and 5, and for 6 and 8. In a ring of four sites labelled 00, 01, 11, 10, neighbours differ in one bit. The $4\times4\times4$ network is therefore a six-bit hypercube, and $L$ is unchanged when the bits are permuted. $G$ can then depend on the number of bonds between two sites alone, and both members of each pair are equally many bonds apart. The selection used here cuts the three-bond class in two: squared distance 3 is controlled and 5 is not, and in the chosen cell the latter has $\Pi=-0.073$. Adding that shell is the first extension to try for this cell; its benefit has not been computed. In other cells the coincidence need not occur, so $G$ should be evaluated for the cell in use.

\section{Where representation fails}

\subsection{Strong disorder}

With $t=0.03$ hartree, $g=0.04\times0.16/0.0009=7.1$. Equation (\ref{second}) would put the mean gap at $0.16-0.04\times7.1\times0.2007=0.103$ hartree, below the lower bound $E_A=0.12$, so the expansion has failed. The sampled mean is $0.1334$ hartree. The SQS family nevertheless keeps some of its advantage: $r$ rises from $0.23$ to $0.38$, worth about 7 random cells, and the correlation between $W$ and the gap weakens to $-0.925$. The variance that $W$ leaves unexplained grows tenfold, to about $14\%$. Pair control thus degrades more gradually than the series does. That is a finding for this model and these two couplings; elsewhere, $r$ has to be measured anew.

\subsection{Cell size}

Fifty random cells with 216 cations have a mean gap of $0.15205$ hartree, with a standard error of $0.00007$. This is $0.0006$ hartree below the 64-cation mean, nearly one standard deviation of the smaller cells and four times the scatter of their SQS family. Matching the pairs to the average of the small cells does not remove this shift. The zero-target cells, with a mean gap of $0.15228$ hartree, lie only $0.0002$ hartree above the larger cells, because their excess in $W$ lowers the gap, as a larger cell does. A target that is biased for 64 cations can therefore come closer to a larger system, although nothing makes the two shifts equal. To second order, $\langle W\rangle=(N-1)^{-1}\sum_{k\ne0}1/L_k$ is the average of $1/L_k$ over the allowed waves. A larger cell admits longer waves, for which $1/L_k\simeq1/k^2$ is large. The part missing in a cell of edge $a$ comes from $k$ below about $2\pi/a$. In three dimensions it scales as $\int k^2dk/k^2\propto1/a$, so the size error of the second-order term falls slowly, as the inverse edge.

\subsection{The infinite alloy}

The strict gap of an infinite random alloy is a different quantity again. Consider a cube of $q\times q\times q$ sites occupied by A alone, and a trial vector that is a product of sines vanishing just outside it. Along each axis the two neighbours of a site sum to $2\cos[\pi/(q+1)]$ times its amplitude, so
\begin{equation}
d=E_A,\qquad l=6\Big[1-\cos\frac{\pi}{q+1}\Big].
\end{equation}
For $q=6$, $l=0.594$, and Eq.~(\ref{var}) gives the upper bound
\begin{equation}
\tfrac12\Big[0.12+\sqrt{0.0144+0.0256\times0.594}\Big]=0.146 .
\end{equation}
One $8\times8\times8$ cell of half composition containing such a cube, with its other 40 A cations packed against the cube, has a computed gap of $0.138$ hartree, far below the smallest gap of the 500 random 64-cation cells, $0.150$. If each site is A or B independently with equal chance, the cube occurs at a given place with probability $2^{-216}$; in a finite cell of fixed half composition it is rarer still. Sampling will not show it. In an infinite alloy, however, cubes of every size occur, $l$ tends to zero, and the strict gap is $E_A=0.12$ hartree. No SQS of moderate size is meant to reproduce that edge. A gap reported from an SQS should be given with its cell size and its pair target; only with the target of Eq.~(\ref{target}) is it meant as an estimate of the mean over random cells of that size.

The values behind these comparisons are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
levels A, B, mean: 0.12 0.2 0.16 hartree
delta, t main, t weak: 0.04 0.08 0.03 hartree
cations N, random cells, SQS per target: 64 500 30
restarts per SQS, selected shells: 25 4
nonbonding states at 0 in full Hamiltonian: 129
probe cell W: 0.19967
probe curvature, full: -4.9916 1/hartree
probe curvature, formula: -4.9919 1/hartree
enumerated pair mean (8 sites, 3 up): -0.07143
pair target -1/(N-1): -0.01587
G(0): 0.19753
shell: dist^2, neighbours, G, Pi of chosen SQS
   1   6   0.03346  -0.02083
   2  12   0.00378  -0.02083
   3   8  -0.00716  -0.01562
   4   3   0.00378   0.00000
   5  12  -0.00716  -0.07292
   6  12  -0.01289   0.03125
   8   3  -0.01289   0.00000
   9   6  -0.01654   0.00000
  12   1  -0.01914   0.00000
mismatch O, chosen SQS: 0.001199
mismatch O, worst SQS of family: 0.001199
mismatch O, random min, median: 0.00328 0.08252
W expected, random mean: 0.20066 0.20007
W std of random cells: 0.01937
W mean, SQS and zero-target SQS: 0.19898 0.21030
random gap mean: 0.152626 hartree = 4.1532 eV
random gap std: 0.000635 hartree = 0.0173 eV
standard error of mean: 0.000028 hartree
random gap min, max: 0.150375 0.154044 hartree
second-order mean gap: 0.151974 hartree
chosen SQS gap: 0.152709 hartree = 4.1554 eV
chosen SQS minus mean: 0.000083 hartree = 0.131 std
random cells with gap below chosen SQS: 54.4 %
SQS family gap mean: 0.152659 hartree
SQS family gap std: 0.000144 hartree
distinct gaps in SQS family: 30
ratio r, equivalent random cells 1/r^2: 0.229 19.0
correlation of W and gap: -0.993
zero-target family gap mean, r: 0.152278 hartree, 0.582
weak t: random gap mean, std: 0.133422 0.000885 hartree
weak t: SQS family gap mean: 0.133468 hartree
weak t: chosen SQS gap: 0.133213 hartree
weak t: r, correlation of W and gap: 0.381 -0.925
216-cation random gap mean: 0.152054 hartree
216-cation std, standard error: 0.000479 0.000068 hartree
A-cube (edge 6 in 8) gap, bound: 0.138237 0.146039 hartree
\end{verbatim}
